# Why Only the Ground Level of a Box Has Positive Polarizability

A particle of charge $q$ and mass $m$ moves along $x$ between impenetrable walls at $x=0$ and $x=L$. A weak, uniform, static field $F$ points along $x$. The Hamiltonian is

$$H=\frac{p^2}{2m}-qF\left(x-\frac L2\right).$$

Measuring the position from the middle of the box changes the energy only by a constant proportional to $F$, which has no effect on the state. Reflection about the middle is equivalent to reversing $F$, so each energy is an even function of the field. The polarizability $\alpha_n$ of level $n=1,2,3,\dots$ is defined by

$$E_n(F)=E_n-\tfrac12\alpha_nF^2+O(F^4).$$

Since $dE_n/dF=\langle\partial H/\partial F\rangle=-q\langle x-L/2\rangle$, the induced dipole is $q\langle x-L/2\rangle=\alpha_nF$ to first order. A positive $\alpha_n$ means that the charge moves along the force $qF$; a negative one means that it moves against it. The result to be derived is

$$\alpha_n=\frac{q^2mL^4}{\hbar^2}\,\frac{15-n^2\pi^2}{12\pi^4n^4}.$$

For an excited level this assumes that the field is switched on slowly enough for the state to follow it, and that the level does not decay meanwhile.

Let $u=x/L$, $s=u-\tfrac12$ and $k=n\pi$, and measure energies $\varepsilon$ in units of $\hbar^2/(mL^2)$. The field then enters through the pure number $f=qFmL^3/\hbar^2$, and the Schrödinger equation is

$$-\tfrac12\psi''-fs\,\psi=\varepsilon\psi,\qquad \psi(0)=\psi(1)=0.$$

At $f=0$ the solutions are $\psi_n=\sqrt2\sin ku$ with $\varepsilon_n=k^2/2$. Write the perturbed state as $\psi_n+f\varphi$. The first-order energy vanishes because $\psi_n^2$ is even about the middle while $s$ is odd. The terms linear in $f$ therefore give

$$\varphi''+k^2\varphi=-2s\,\psi_n .$$

The source is a polynomial times a sine, which suggests $\varphi=\sqrt2\,[A(u)\cos ku+B(u)\sin ku]$. Differentiating twice,

$$\varphi''+k^2\varphi=\sqrt2\left[(A''+2kB')\cos ku+(B''-2kA')\sin ku\right].$$

It suffices that $A''+2kB'=0$ and $B''-2kA'=-2s$. Take $A=as^2+c$ and $B=bs$. The second condition becomes $-4kas=-2s$, so $a=1/(2k)$. The first becomes $2a+2kb=0$, so $b=-1/(2k^2)$. At the walls $\sin ku=0$ and $\cos ku=\pm1$, so $A$ must vanish at $s=\pm\tfrac12$, which requires $c=-a/4$. Hence

$$\varphi=\sqrt2\left[\frac{s^2-\frac14}{2k}\cos ku-\frac{s}{2k^2}\sin ku\right].$$

A multiple of $\psi_n$ could still be added. It is excluded by requiring $\langle\psi_n|\varphi\rangle=0$, which keeps the norm equal to one through first order. The function above already satisfies this: under $u\to1-u$, $\sin ku$ acquires the factor $(-1)^{n+1}$ and $\cos ku$ the factor $(-1)^n$, so $\varphi$ and $\psi_n$ have opposite parity.

The mean displacement in units of $L$ is $\langle s\rangle=2f\langle\psi_n|s|\varphi\rangle$. Define $a_n=\langle s\rangle/f$ in the limit $f\to0$. The dipole $qL\langle s\rangle=qLa_nf$ then gives $\alpha_n=(q^2mL^4/\hbar^2)\,a_n$. With $2\sin ku\cos ku=\sin2ku$ and $2\sin^2ku=1-\cos2ku$,

$$\langle\psi_n|s|\varphi\rangle=\frac1{2k}\int_0^1 s\left(s^2-\tfrac14\right)\sin2ku\,du-\frac1{2k^2}\int_0^1s^2(1-\cos2ku)\,du .$$

The integrals follow by parts, using $\sin2ku=0$ and $\cos2ku=1$ at both walls:

$$\int_0^1 s\sin2ku\,du=-\frac1{2k},$$

$$\int_0^1 s^2\cos2ku\,du=-\frac1k\int_0^1s\sin2ku\,du=\frac1{2k^2},$$

$$\int_0^1 s^3\sin2ku\,du=-\frac1{8k}+\frac3{2k}\cdot\frac1{2k^2}=-\frac1{8k}+\frac3{4k^3}.$$

Subtracting one quarter of the first from the third cancels the $1/(8k)$ terms and leaves $3/(4k^3)$. Also $\int_0^1s^2du=1/12$. Therefore

$$\langle\psi_n|s|\varphi\rangle=\frac3{8k^4}-\frac1{24k^2}+\frac1{4k^4}=\frac{15-k^2}{24k^4},$$

$$a_n=\frac{15-k^2}{12k^4}=\frac{15-n^2\pi^2}{12\pi^4n^4}.$$

This is the stated result. The numerator changes sign at $k=\sqrt{15}\approx3.87$, which lies between $\pi$ and $2\pi$. The ground level is therefore positive and every excited level is negative. As an independent test, the Hamiltonian was diagonalized in 60 sine functions at $f=\pm1$; for $n=1$ to $6$ both the energy shift and the displacement gave $a_n$ within 0.2 percent of the formula.

The origin of the sign is visible when $\varphi$ is expanded in the unperturbed states:

$$a_n=2\sum_{m\ne n}\frac{s_{mn}^2}{\varepsilon_m-\varepsilon_n},\qquad s_{mn}=\langle\psi_m|s|\psi_n\rangle .$$

The product of two sines is a difference of cosines, so $s_{mn}=\int_0^1s\,[\cos(m-n)\pi u-\cos(m+n)\pi u]\,du$. For an integer $p\neq0$, one integration by parts gives $\int_0^1s\cos p\pi u\,du=-2/(p\pi)^2$ if $p$ is odd and zero if $p$ is even. Thus, for $m+n$ odd,

$$s_{mn}=-\frac2{\pi^2}\left[\frac1{(m-n)^2}-\frac1{(m+n)^2}\right]=-\frac{8mn}{\pi^2(m^2-n^2)^2},$$

and $s_{mn}=0$ for other $m\ne n$. Levels above $n$ contribute positively and levels below it negatively. The ground level has nothing below it, so its polarizability must be positive. For $n=2$ the lower level contributes $-0.004383$ and the upper ones $+0.003074$, with total $-0.001309$. The matrix element to level 3, of size 0.195, is slightly larger than that to level 1, of size 0.180. But the gap upward is $5\pi^2/2$ against $3\pi^2/2$ downward, and the smaller gap decides the sign.

High levels have a classical explanation. A particle of energy $\varepsilon$, measured with the potential zero at the middle, has speed $v$ given by $v^2=v_0^2+2fs$ with $v_0^2=2\varepsilon$. The time it spends in $ds$ is proportional to

$$\frac1v\approx\frac1{v_0}\left(1-\frac{fs}{v_0^2}\right).$$

It lingers where the field has slowed it, on the side from which the force pushes it away. Its time-averaged position is

$$\langle s\rangle_{\rm cl}=-\frac f{v_0^2}\int_{-1/2}^{1/2}s^2ds=-\frac f{12v_0^2}=-\frac f{24\varepsilon}.$$

With $\varepsilon=k^2/2$ this is $-f/(12k^2)$, and the quantum displacement can be written

$$a_nf=-\frac f{12k^2}\left(1-\frac{15}{k^2}\right).$$

The negative term is thus the classical response, and the term with 15 is a wave correction that falls off as $1/n^2$ relative to it. In the ground level the correction exceeds the classical term and reverses the sign. For $n=20$ the computed ratio of quantum to classical displacement is 0.9962, in agreement with $1-15/(400\pi^2)$.

A negative polarizability of single levels does not make a filled set of levels negative. Let independent fermions of one spin occupy levels 1 to $N$. For two occupied levels $i$ and $j$, the term of $a_i$ containing $j$ is the negative of the term of $a_j$ containing $i$, because only the energy denominator changes sign. These pairs cancel, and

$$\sum_{n=1}^Na_n=2\sum_{n\le N<m}\frac{s_{mn}^2}{\varepsilon_m-\varepsilon_n}>0 .$$

The sum over all levels is zero, as the closed formula confirms: $\sum1/n^4=\pi^4/90$ and $\sum1/n^2=\pi^2/6$ give $15\pi^4/90-\pi^2\cdot\pi^2/6=0$. The first $N$ levels therefore sum to minus the remainder. For large $N$ the remainder is close to $-\sum_{n>N}1/(12\pi^2n^2)\approx-1/(12\pi^2N)$. At a fixed number of electrons per length, $N\propto L$, so the total polarizability of independent electrons in a flat box grows as $L^4/N\propto L^3$. This rests on the gap above level $N$ closing as the box grows. In a chain with alternating bonds the gap stays finite, and the polarizability of a long chain grows only in proportion to its length.

For an example from interlayer dielectrics, consider a short conjugated segment in an organic low-$k$ film, modelled as a box of round length $L=0.80$ nm in a field of 1 MV/cm, or 0.1 V/nm. For an electron $\hbar^2/(mL^2)=0.1191$ eV. The electron's potential energy in the field changes by 0.080 eV across the box, so $|f|=0.080/0.1191=0.672$. Polarizabilities are given as volumes $\alpha/(4\pi\epsilon_0)$, whose unit here is $L^4/a_0=7.740\ \text{nm}^3$, with $a_0$ the Bohr radius.

First let one electron occupy a single level. In the ground level the volume is $0.004389\times7.740=0.0340\ \text{nm}^3$. The electron moves by $0.004389\times0.672\times800\ \text{pm}=2.36$ pm along the force, and its energy falls by $\tfrac12\times0.004389\times0.672^2\times0.1191$ eV, or 0.118 meV. In level 2 the volume is $-0.0101\ \text{nm}^3$, the electron moves 0.70 pm against the force, and its energy rises by 0.035 meV.

Six π electrons, as in hexatriene, fill levels 1 to 3 with two spins each:

$$2(0.004389-0.001309-0.000780)=0.00460 .$$

The volume is $0.00460\times7.740=0.0356\ \text{nm}^3$, or $\alpha=3.96\times10^{-39}\ \text{C m}^2/\text{V}$. This is close to the value for one ground-level electron, because levels 2 and 3 cancel almost half of the contribution of level 1.

To translate this into a dielectric constant, denoted $k$ from here on (no longer $n\pi$), take a host with $k=2.7$, a rough value for such films, and add 0.10 segments per $\text{nm}^3$, a chosen density. The host's own contribution per volume is held fixed, so the result counts only the added π response and not the net change of a film: segments of roughly $0.19\ \text{nm}^3$ each would displace host material worth about 0.007 in the relation below, more than the π term itself, while their σ electrons would add a term of their own. Random orientation reduces the response along the chain to one third on average; the response across it is left out. The Clausius–Mossotti relation gives

$$\frac{k-1}{k+2}=\frac{1.7}{4.7}+\frac{4\pi}3\times0.10\times\frac{0.0356}3=0.3617+0.0050,$$

and hence $k=2.737$, a rise of 0.037. The relation treats host and segments as polarizable points in a locally isotropic surrounding, which is itself an approximation for a chain of this length.

Two ways in which real segments depart from the model are their soft boundaries and the repulsion between electrons. With walls 13 eV high instead of infinite, and the same nominal length, the six-electron volume rises from 0.0356 to $0.067\ \text{nm}^3$, a factor of 1.9. The wave functions then reach into the walls. The ground energy falls from 0.588 to 0.455 eV, as in a hard box longer by the factor $\sqrt{0.588/0.455}=1.14$. The $L^4$ law turns this into a factor of about 1.7, which is also the computed growth of the ground-level polarizability. The negative values of levels 2 and 3 grow by smaller factors, about 1.6 and 1.4, so they cancel less of the ground-level term and the total grows more than any single level. All three levels keep their signs. The result also depends strongly on the length: with hard walls, a box 10 percent longer has a polarizability 46 percent larger.

Repulsion acts the other way. The displaced charge produces a field that opposes the applied one. In the hard-walled box, with a Coulomb law softened over 0.10 nm, the direct Hartree response is $0.014\ \text{nm}^3$, or 0.40 of the independent-electron value. The ratio depends strongly on the chosen softening length: it is 0.26 for 0.05 nm and 0.60 for 0.20 nm. This estimate leaves out exchange and keeps the unperturbed orbitals of the box. It and the wall correction were computed separately, so their factors should not simply be multiplied.

A molecular calculation includes both effects, together with the ionic potential, exchange and bond alternation that the box leaves out. For planar all-trans hexatriene with idealized angles of 120° and carbon bonds of 0.135 and 0.145 nm, Hartree–Fock theory in the 6-31G basis gives $0.0224\ \text{nm}^3$ along the line joining the end carbons. The π electrons supply $0.0169\ \text{nm}^3$ of this, so the hard-walled box exceeds the π response by a factor of 2.1. With all carbon bonds set to 0.140 nm, which changes the summed bond length by less than 1 percent, the π part rises to $0.0226\ \text{nm}^3$. At this level of theory the alternation of bonds therefore lowers the π response by about one quarter. The calculation omits electron correlation, diffuse basis functions and the relaxation of the nuclei, so it is a comparison and not a measured value. The values are not converged in the basis: aug-cc-pVDZ raises the total to $0.0247\ \text{nm}^3$ and the π part to $0.0189\ \text{nm}^3$, by 10 to 12 percent, and lowers the factor from 2.1 to 1.9. With its π response for the alternating chain, the same segment density raises $k$ by about 0.017 instead of 0.037.

Nonlinearity, tunnelling and thermal occupation are small in the box model for these numbers. With hard walls, the six-electron dipole departs from linearity by less than 0.001 percent even at 10 MV/cm, a rough upper scale for breakdown. The departures of the single levels, about 0.7, 2.3 and 0.1 percent of their own values, are much larger but nearly cancel in the sum. With the 13 eV walls the departure of the sum is about 0.02 percent, and a real segment need not share this cancellation. At that field the usual tunnelling estimate for a triangular barrier of 9.0 eV, the height of the 13 eV wall above the third level, contains the factor $e^{-183}$. Counting the 0.4 eV drop of the potential from the middle of the box to the exit wall lowers the barrier to 8.6 eV and changes the factor to about $e^{-171}$. A segment in a real film may face a lower barrier into the states of its host, so these figures belong to the model wall. The gap between levels 3 and 4 is 4.1 eV with hard walls and 3.0 eV with the 13 eV walls, about 120 and 90 times the thermal energy at 400 K, so thermal occupation of level 4 is negligible. The static formula also requires the photon energy of an alternating field to be far below the transition energies that enter the sum. The numerical output below gives the main values used here.

## Computed results

```
Scaled polarizability a_n: lower part, upper part, total
 n=1: 0.000000 0.004389 0.004389
 n=2: -0.004383 0.003074 -0.001309
 n=3: -0.003068 0.002288 -0.000780
 n=4: -0.002287 0.001809 -0.000478
 n=5: -0.001810 0.001493 -0.000317
Level 20, quantum/classical displacement: 0.9962
Box length: 0.80 nm; field: 1.0 MV/cm
Energy unit hbar^2/(m L^2): 0.11906 eV
Scaled field f: 0.6719
Polarizability-volume unit: 7.7403 nm^3
One electron: E (eV), volume (nm^3), shift (pm), Stark (meV)
 n=1: 0.5875 0.03397 2.3593 -0.11796
 n=2: 2.3502 -0.01013 -0.7035 0.03518
 n=3: 5.2879 -0.00604 -0.4191 0.02096
 n=4: 9.4008 -0.00370 -0.2567 0.01284
Six electrons, scaled polarizability: 0.004601
Six electrons, volume: 0.03561 nm^3
Six electrons, alpha: 3.962e-39 C m^2/V
Host k: 2.7; segments: 0.10 per nm^3
k with box segments: 2.7369
k with Hartree-Fock pi response: 2.7175
Wall height: 13.0 eV
Finite walls, one electron: E (eV), volume (nm^3)
 n=1: 0.4552 0.05750
 n=2: 1.8124 -0.01573
 n=3: 4.0433 -0.00834
Finite walls, six electrons: 0.06686 nm^3
Coulomb softening length: 0.10 nm
Hartree response, six electrons: 0.01407 nm^3
Hartree/independent ratio: 0.3950
Nonlinearity at 1 MV/cm: -0.00001 percent
Nonlinearity at 10 MV/cm: -0.0008 percent
Barrier above level 3, finite walls: 8.957 eV
Emission exponent at 10 MV/cm: 183.1
Gap from level 3 to 4: 4.113 eV
Thermal energy at 400 K: 0.03447 eV
Factor for 10 percent longer box: 1.464
Hexatriene, RHF/6-31G, along chain: total, pi (nm^3)
 bonds 0.135/0.145 nm: 0.02237 0.01694
 bonds 0.140/0.140 nm: 0.02730 0.02262
Box/Hartree-Fock pi ratio: 2.102
```
